\section*{Equilibrium-Preserving Metal Fluxes Across Abrupt Gettering Layers}

\section{Result}

A dissolved metal has concentration $C(x,t)$, diffusivity $D(x)$ and solubility $S(x)$. Let $D$ and $S$ be constant within each layer of a stack and jump at the layer boundaries, and let cell faces lie on these boundaries. With the activity $a=C/S$, the flux between the centres of neighbouring cells $L$ and $R$, counted positive from $L$ to $R$, is
\begin{equation}
J=-G\,(a_R-a_L),\qquad
\frac1G=\frac{h_L}{2D_LS_L}+\frac{h_R}{2D_RS_R},
\label{flux}
\end{equation}
where $h$ is the cell width. In terms of the chemical potential $\mu=kT\ln a$, the same flux is
\begin{equation}
J=-G\,\Lambda\,\frac{\mu_R-\mu_L}{kT},\qquad
\Lambda=\frac{a_R-a_L}{\ln a_R-\ln a_L}.
\label{muflux}
\end{equation}
Since $G>0$, all fluxes vanish if and only if $a$ is uniform, that is, if $C\propto S$. This is thermodynamic equilibrium, and it is preserved on any such grid. A flux proportional to $C_R-C_L$ across the boundary vanishes at uniform $C$ instead. If the getter has the higher solubility, this flux drives metal out of it even when it is already in equilibrium with the wafer.

The assumptions are a dilute metal, uniform temperature, closed outer surfaces, local equilibrium at layer boundaries, and no precipitation, trapping kinetics or electric drift. Solubility refers to one common external phase, so $a=1$ means saturation in every layer.

Two qualifications belong to the result. Fick's law is correct inside a uniform layer; the fault lies in differencing $C$ across a jump of $S$. And a chemical-potential difference secures the equilibrium but not the rate, which depends on the mobility placed at the face.

\section{From free energy to face flux}

The free energy per unit area of the dilute metal is
\begin{equation}
F=kT\int C\left[\ln\frac{C}{S}-1\right]dx .
\label{F}
\end{equation}
Differentiating the integrand gives $kT[\ln(C/S)-1+1]=kT\ln(C/S)=\mu$. At fixed dose $N=\int C\,dx$, a stationary $F$ requires uniform $\mu$, hence
\begin{equation}
C=a_{\rm eq}S,\qquad a_{\rm eq}=\frac{N}{\int S\,dx}.
\label{eq}
\end{equation}
The second derivative of the integrand, $kT/C$, is positive, so this is the unique minimum.

Near equilibrium the flux is proportional to the gradient of $\mu$. The coefficient $DC/kT$ is fixed by requiring Fick's law where $S$ is uniform:
\begin{align}
J&=-\frac{DC}{kT}\frac{\partial\mu}{\partial x}
=-DC\,\frac1a\frac{\partial a}{\partial x}
=-DS\,\frac{\partial a}{\partial x}\label{activity}\\
&=-D\left(\frac{\partial C}{\partial x}-C\,\frac{\partial\ln S}{\partial x}\right).
\label{drift}
\end{align}
The last line follows from $\partial_x(C/S)=(\partial_xC)/S-C(\partial_xS)/S^2$. The second term in (\ref{drift}) pulls metal towards higher solubility. Plain Fick transport omits it, and at an abrupt boundary it is concentrated in the jump.

Now take $J$ constant between two cell centres. Dividing (\ref{activity}) by $DS$ and integrating gives
\begin{equation}
a_R-a_L=-J\int_{x_L}^{x_R}\frac{dx}{DS}.
\label{resistance}
\end{equation}
For an abrupt boundary the integral is the sum of two half-cell resistances, which is (\ref{flux}). A smooth transition of width $\delta$ changes it by an amount of order $\delta$, provided $1/(DS)$ stays bounded there. The abrupt limit therefore exists although $\partial_x\ln S$ diverges. If the boundary has a transport barrier, its resistance $R_b$ survives the limit and is added to $1/G$; the equilibrium is unchanged.

Equation (\ref{muflux}) follows by multiplying and dividing (\ref{flux}) by $\ln a_R-\ln a_L=(\mu_R-\mu_L)/kT$. When $a_R\to a_L=a$, the mean $\Lambda$ tends to $a$. For computation (\ref{flux}) is preferable: it stays finite for an empty getter, where $\mu=-\infty$, and it is linear in $C$.

\section{What concentration differences do}

The plain Fick flux between the same centres is
\begin{equation}
J^{\rm F}=-\frac{C_R-C_L}{h_L/2D_L+h_R/2D_R}.
\label{fick}
\end{equation}
At equilibrium $C_R-C_L=a_{\rm eq}(S_R-S_L)$, so
\begin{equation}
J^{\rm F}_{\rm eq}=-\frac{a_{\rm eq}(S_R-S_L)}{h_L/2D_L+h_R/2D_R}.
\label{false}
\end{equation}
This vanishes for equal solubilities only. Halving all cells doubles it, so refinement does not cure the fault: the scheme approximates a different problem, in which $C$ rather than $a$ is continuous. The opposite error occurs for $C_L=C_R$, where (\ref{fick}) gives no flux although the chemical potentials differ.

Fick's law becomes correct for the whole stack once the right boundary condition is imposed. Let $a_f$ be the common activity at the face, which means $C_R^f/C_L^f=S_R/S_L$. Fick's law in each half cell, with $C=Sa$, reads
\begin{equation}
a_L-a_f=\frac{Jh_L}{2D_LS_L},\qquad
a_f-a_R=\frac{Jh_R}{2D_RS_R}.
\end{equation}
Adding the two eliminates $a_f$ and returns (\ref{flux}). The segregation condition and the chemical-potential flux (\ref{muflux}), with its logarithmic mean, are thus the same discretization.

\section{Time stepping}

Let $m_i=h_iS_i$, so that cell $i$ holds the dose $h_iC_i=m_ia_i$. Backward Euler with step $\Delta t$ is
\begin{equation}
h_i\,\frac{C_i^{\rm new}-C_i^{\rm old}}{\Delta t}
=J_{i-1/2}^{\rm new}-J_{i+1/2}^{\rm new},
\label{euler}
\end{equation}
a tridiagonal linear system, with zero flux at the outer faces. It has three properties for every $\Delta t>0$.

\emph{Conservation.} In the sum over cells each interior flux appears once with each sign, so $\sum_ih_iC_i$ is constant.

\emph{Positivity.} With (\ref{flux}), the right side of (\ref{euler}) is $\sum_jG_{ij}(a_j^{\rm new}-a_i^{\rm new})$ over the neighbours $j$ of $i$. In the cell where $a^{\rm new}$ is smallest this sum is not negative, so $a_i^{\rm new}\ge a_i^{\rm old}\ge0$ there, and no cell becomes negative. If the smallest value were zero, the sum would have to vanish and the neighbours would be zero too, then their neighbours, and so on through the stack. That contradicts a nonzero dose, so all new values are positive.

\emph{Decay of free energy.} Let $F=\sum_ih_if_i$, where $f_i=kT\,C_i[\ln(C_i/S_i)-1]$ is convex in $C_i$ with derivative $\mu_i$. Convexity gives $f_i^{\rm new}-f_i^{\rm old}\le\mu_i^{\rm new}(C_i^{\rm new}-C_i^{\rm old})$. Multiplying by $h_i$, summing, and inserting (\ref{euler}),
\begin{align}
F^{\rm new}-F^{\rm old}
&\le\Delta t\sum_i\mu_i\,(J_{i-1/2}-J_{i+1/2})\nonumber\\
&=\Delta t\sum_{\rm faces}J\,(\mu_R-\mu_L)\nonumber\\
&=-\Delta t\sum_{\rm faces}G\,(a_R-a_L)(\mu_R-\mu_L)\le0,
\end{align}
with new values on the right. The second line collects the two appearances of each face flux; the last sign holds because $\mu$ increases with $a$. The Fick flux would put $C_R-C_L$ in place of $a_R-a_L$, and the product could then be negative.

\section{Error analysis}

\subsection{Space}

Consider the scheme with continuous time and a solution that is smooth within each layer. At a face, $a$ and $J=-DS\,\partial_xa$ are continuous, while $\partial_xa$ may jump. Taylor expansion from the face to the two centres gives
\begin{equation}
a_R-a_L=-\frac JG+\frac{h_R^2a_R''-h_L^2a_L''}{8}+O(h^3),
\end{equation}
where $a''_L$ and $a''_R$ are one-sided second derivatives. Since $G$ is of order $1/h$, the flux formed from exact centre values has an error of order $h$ at a layer boundary. This is a truncation error; in the example below, the boundary flux computed by the scheme converges at second order. The solution is nevertheless second-order accurate. To see this, define shifted centre values $\tilde a_i=a_i-h_i^2a_i''/8$. They absorb the quadratic terms, because $a''$ changes by $O(h)$ between a centre and its face, and
\begin{equation}
J=-G(\tilde a_R-\tilde a_L)+\rho,\qquad \rho=O(h^2).
\end{equation}
The exact balance governs cell averages, which differ from $\tilde a_i$ by some $s_i=O(h^2)$. Subtracting it from the scheme, the error $e_i=a_i^{\rm num}-\tilde a_i$ obeys
\begin{equation}
m_i\dot e_i=\Phi_{i-1/2}-\Phi_{i+1/2}+m_i\dot s_i,\qquad
\Phi=-G(e_R-e_L)-\rho .
\end{equation}
Multiply by $e_i$, sum, and write $\Delta e=e_R-e_L$:
\begin{align}
\frac12\frac{d}{dt}\sum_im_ie_i^2
&=-\sum_{\rm faces}\left[G(\Delta e)^2+\rho\,\Delta e\right]+\sum_im_i\dot s_ie_i\nonumber\\
&\le\sum_{\rm faces}\frac{\rho^2}{2G}+\sum_im_i\dot s_ie_i ,
\end{align}
where $-\rho\,\Delta e\le G(\Delta e)^2/2+\rho^2/2G$ was used. There are of order $1/h$ faces, each contributing $h^4\cdot h$, so the first sum is $O(h^4)$. The second is at most $\frac12\sum m_i\dot s_i^2+\frac12\sum m_ie_i^2$, whose first part is also $O(h^4)$. If the cells start from the exact centre values or cell averages, the initial $e_i$ is $O(h^2)$ as well. Over a fixed time interval, Gronwall's inequality then gives $\sum m_ie_i^2=O(h^4)$, an error of order $h^2$.

An initially empty getter violates the smoothness assumption at $t=0$, so the proof does not cover that start. There the order must be measured.

\subsection{Time}

A mode decaying as $e^{-\lambda t}$ is advanced by the factor $(1+\lambda\Delta t)^{-1}$ per step. After $n=t/\Delta t$ steps,
\begin{equation}
-n\ln(1+\lambda\Delta t)=-\lambda t+\tfrac12\lambda^2t\,\Delta t+O(\Delta t^2).
\label{timeerror}
\end{equation}
Relative to the amplitude of the mode, the error is $+\lambda^2t\,\Delta t/2$ to leading order: the computed decay is slightly slow.

\section{An independent transient}

Let the wafer occupy $0<x<L_w$ and the getter $L_w<x<L_w+L_g$. Inserting $a=\varphi(x)e^{-\lambda t}$ into $S\dot a=\partial_x(DS\,\partial_xa)$ gives $D\varphi''=-\lambda\varphi$ in each layer. With $q_j=\sqrt{\lambda/D_j}$, closed surfaces and continuity of $a$ are satisfied by
\begin{equation}
\varphi=\begin{cases}
\cos(q_gL_g)\cos(q_wx) & \text{(wafer)},\\
\cos(q_wL_w)\cos[q_g(L_w+L_g-x)] & \text{(getter)}.
\end{cases}
\end{equation}
Equating $DS\varphi'$ on both sides of $x=L_w$ gives
\begin{align}
&D_wS_wq_w\sin(q_wL_w)\cos(q_gL_g)\nonumber\\
&\quad+D_gS_gq_g\cos(q_wL_w)\sin(q_gL_g)=0 .
\label{secular}
\end{align}
This form of $\varphi$ fails where $\cos(q_wL_w)$ and $\cos(q_gL_g)$ vanish together, which happens when $L_w/\sqrt{D_w}$ and $L_g/\sqrt{D_g}$ are in the ratio of two odd integers. There it is identically zero, and the amplitudes in the two layers must be fixed from flux continuity instead. The example below has the ratio $10:1$ and is not affected. Modes with different $\lambda$ are orthogonal with weight $S$, since integrating by parts leaves boundary terms that cancel. For a uniformly contaminated wafer and an empty getter, $Sa=C_0$ in the wafer and zero elsewhere. Projection gives the fraction of the dose left in the wafer,
\begin{equation}
w(t)=w_\infty+\frac{S_w}{L_w}\sum_n\frac{o_n^2}{M_n}e^{-\lambda_nt},
\qquad w_\infty=\frac1{1+\kappa},
\label{series}
\end{equation}
with $o_n=\int_0^{L_w}\varphi_n\,dx$, $M_n=\int S\varphi_n^2\,dx$ and $\kappa=S_gL_g/S_wL_w$. The term $w_\infty$ is the mode $\lambda=0$ and agrees with (\ref{eq}).

If diffusion through the getter is fast, $\tan(q_gL_g)\approx q_gL_g$. With $\theta=q_wL_w$, (\ref{secular}) becomes
\begin{equation}
\tan\theta=-\kappa\,\theta,\qquad \tau=\frac{L_w^2}{D_w\theta^2}.
\label{thin}
\end{equation}
The lowest root moves from $\pi$ for $\kappa\to0$ to $\pi/2$ for $\kappa\to\infty$. A larger getter capacity therefore lowers the final contamination but lengthens the slowest relaxation time, at most fourfold in this limit. A thick getter leaves the limit and the bound is lost: with the other parameters of the example below, $L_g=100\,\mu$m gives $\tau=255$ s from (\ref{secular}), against the bound $4L_w^2/\pi^2D_w=40.5$ s.

\section{Worked example}

The parameters are round model values: $L_w=200$ and $L_g=2\,\mu$m, $D_w=400$ and $D_g=4\,\mu\mathrm{m}^2/$s, $S_w=100\,\mu\mathrm{m}^{-3}$ and $T=1100$ K. The solution energy is $0.60$ eV lower in the getter; with equal prefactors, $S_g/S_w=\exp(0.60/0.09479)=561$. The initial wafer concentration is $1\,\mu\mathrm{m}^{-3}$, so $N=200\,\mu\mathrm{m}^{-2}$.

\textbf{Equilibrium.} Here $\kappa=561\times2/200=5.61$ and $w_\infty=1/6.61=0.151$. The getter, one hundredth as thick as the wafer, holds 85\% of the metal. Direct minimization of $F$ gives the same fraction, as does the scheme with three cells and steps of $10^6$ s.

\textbf{Boundary face.} For cells of $2$ and $0.1\,\mu$m,
\begin{equation}
\frac1G=\frac{2}{2\cdot400\cdot100}+\frac{0.1}{2\cdot4\cdot56101}
=2.522\times10^{-5}\,\mu\mathrm{m}^2\,\mathrm{s}.
\end{equation}
With $C=1\,\mu\mathrm{m}^{-3}$ on both sides, $a_L=0.01$ and $a_R=1.8\times10^{-5}$, so $J=395.8\,\mu\mathrm{m}^{-2}\mathrm{s}^{-1}$ into the getter. Integrating (\ref{drift}) through a smooth transition, in which $\ln S$ and $\ln D$ follow a hyperbolic tangent with width parameter $0.001\,\mu$m, gives $395.9$, and the test confirms that the difference is proportional to the width. Plain Fick gives zero. A chemical-potential flux with the arithmetic mean of $DC$ gives $202\times6.33/1.05=1218$, three times too large, although it too vanishes at equilibrium.

\textbf{Transient.} Starting with an empty getter, the wafer fractions are as follows, for 100 wafer cells, 20 getter cells and $\Delta t=0.1$ s.
\begin{center}
\begin{tabular}{rccc}
$t$ (s) & series (\ref{series}) & scheme & Fick\\
2 & 0.8445 & 0.8455 & 0.9906\\
10 & 0.6608 & 0.6613 & 0.9902\\
40 & 0.3667 & 0.3671 & 0.9901\\
100 & 0.1912 & 0.1914 & 0.9901
\end{tabular}
\end{center}
The Fick scheme fills the getter only to the wafer concentration and removes 1\% of the metal, because its final fraction is $L_w/(L_w+L_g)=0.990$.

The slowest relaxation time is $35.6$ s. The thin-getter equation (\ref{thin}) has the root $\theta\approx1.677$ and gives $100/2.81=35.6$ s as well. The errors can be traced too. At $40$ s, (\ref{timeerror}) for the slowest mode predicts $40\times0.1/(2\times35.6^2)=1.6\times10^{-3}$ of its amplitude $0.3667-0.1513=0.2154$, that is $3.4\times10^{-4}$; the scheme exceeds the series by $3.5\times10^{-4}$. Time stepping thus accounts for nearly all of the error there. At $10$ s, halving the cells reduces the spatial error by a factor $4.00$, and halving the time step reduces the time error by $2.00$. Second order in space is therefore observed despite the initial jump.

\textbf{Start from equilibrium.} With $C_w=0.151$ and $C_g=84.87\,\mu\mathrm{m}^{-3}$, the flux (\ref{flux}) leaves every concentration unchanged to a relative $10^{-11}$ over 1000 steps, a rounding-level drift. The Fick flux (\ref{false}) is $-84.72/0.015=-5648\,\mu\mathrm{m}^{-2}\mathrm{s}^{-1}$, directed into the wafer, and twice that when all cells are halved. Computed with steps of $0.1$ s, the wafer fraction rises from $0.151$ to $0.947$ within $2$ s; as the time step goes to zero, this value becomes $0.951$. After $400$ s the free energy is $-107.6\,\mathrm{eV}/\mu\mathrm{m}^2$, well above its initial value of $-142.1\,\mathrm{eV}/\mu\mathrm{m}^2$, although in a closed isothermal system it cannot increase. The complete values are in the numerical output.

\section{Where the formula stops}

The linear form (\ref{flux}) needs a solubility independent of $C$. When getter sites saturate, $\mu$ is no longer $kT\ln(C/S)$ with fixed $S$; a flux driven by the correct $\mu$ still preserves equilibrium, but the face mobility must be derived anew. If $a$ exceeds 1, precipitation becomes possible and needs its own sink term. During a temperature ramp, $S$ and $D$ are updated at each step while $C$ is carried over. Conservation and positivity survive, but the decay of $F$ holds only within a step at fixed temperature.

\section*{Table of computed values}
\begin{verbatim}
temperature: 1100 K,  kT: 0.09479 eV
wafer thickness: 200 um,  getter thickness: 2 um
diffusivity wafer: 400, getter: 4 um^2/s
solution energy gain in getter: 0.60 eV
solubility ratio getter/wafer: 561.01
solubility wafer: 100, getter: 56101 um^-3
initial wafer concentration: 1.00 um^-3
dose: 200.0 um^-2
cells wafer: 100, getter: 20;  time step: 0.10 s
cell width wafer: 2.00, getter: 0.10 um
-- boundary face, C = 1 um^-3 on both sides --
face conductance G: 39646.6 um^-2 s^-1
flux, log-mean formula: 395.76 um^-2 s^-1
flux, shooting, width 0.001 um: 395.89 um^-2 s^-1
flux, arithmetic mean of D*C: 1217.72 um^-2 s^-1
-- equilibrium --
activity C/S: 0.001513
C wafer: 0.15128, C getter: 84.872 um^-3
wafer fraction, formula: 0.151284
wafer fraction, minimum of F: 0.151284
wafer fraction, 3 cells, steps of 1e6 s: 0.151284
slowest relaxation time: 35.610 s
-- wafer fraction, getter initially empty --
t =     2 s: series 0.84448, algorithm 0.84552, Fick 0.99061
t =    10 s: series 0.66080, algorithm 0.66126, Fick 0.99019
t =    40 s: series 0.36671, algorithm 0.36706, Fick 0.99010
t =   100 s: series 0.19123, algorithm 0.19139, Fick 0.99010
error ratio, cells halved: 4.001
error ratio, time step halved: 2.000
-- start from true equilibrium --
largest relative drift in 100 s, mu flux: 7.9e-12
false Fick flux at boundary: -5648.0 um^-2 s^-1
same, all cells halved: -11296.0 um^-2 s^-1
t =     2 s: wafer fraction, Fick 0.94700
t =    10 s: wafer fraction, Fick 0.98276
t =    40 s: wafer fraction, Fick 0.98972
t =   100 s: wafer fraction, Fick 0.99010
uniform-C wafer fraction: 0.99010
F at equilibrium: -142.068 eV/um^2
F after 400 s of Fick flux: -107.640 eV/um^2
\end{verbatim}
